# Spin separation in the modified Dirac equation for a spherical potential: verification in Python

```python
# Result under test (atomic units, rest energy subtracted, spherical potential V(r)).
# Modified Dirac equation for large psi = P/r and pseudo-large phi = u/r, orbital momentum l:
#   V psi + T phi = E psi ;  T psi + [(p.Vp + a V'/r)/(4c^2) - T] phi = E T/(2c^2) phi
# a = eigenvalue of sigma.L = -(kappa+1): l (j=l+1/2), -(l+1) (j=l-1/2); spin-free (SF): a = 0.
# Claims: SF l=0 levels equal Dirac s1/2 levels for any V; for l>0 and V'>=0 the SF level lies
# strictly between the two j levels, dE/da = <phi|V'/r|phi>/(4c^2); for non-monotone V a
# crossing can occur. W = 2c^2+E-V, Q = radial small component, M = int r^(l+1)(E-V)P dr.
# Roads: B-spline diagonalization versus Sommerfeld formula and radial Dirac shooting.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.interpolate import BSpline
from scipy.linalg import eigh, solve_triangular
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erf, gammainc

c = 1 / sc.alpha
EV = sc.physical_constants['Hartree energy in eV'][0]
ANG = sc.physical_constants['Bohr radius'][0] * 1e10

# ---------- symbolic operator identities ----------
X = sp.symbols('x y z', real=True)
x, y, z = X
sig = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]), sp.Matrix([[1, 0], [0, -1]])]
zero = sp.zeros(2, 1)
def sig_p(f):
    return sum((-sp.I * sig[k] * f.diff(X[k]) for k in range(3)), zero)
def spin_orbit(V, f):
    out = zero
    for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
        out = out + sig[k] * (-sp.I) * (V.diff(X[i]) * f.diff(X[j]) - V.diff(X[j]) * f.diff(X[i]))
    return out
Vg = sp.Function('V')(*X)
fg = sp.Matrix([sp.Function('f1')(*X), sp.Function('f2')(*X)])
pVp = -sum(((Vg * fg.diff(q)).diff(q) for q in X), zero)
assert (sig_p(Vg * sig_p(fg)) - pVp - spin_orbit(Vg, fg)).expand() == zero
s = x**2 + y**2 + z**2
Vs, dV_over_r, Rs, dR_ds = s**2 + 3 * s**3, 2 * (2 * s + 9 * s**2), 1 + s**2, 2 * s
sig_r = sig[0] * x + sig[1] * y + sig[2] * z
xp = x + sp.I * y
for poly, l_, kap in [([1, 0], 0, -1), ([xp, 0], 1, -2), ([z, xp], 1, 1), ([xp**2, 0], 2, -3)]:
    ang = sp.Matrix(poly)
    assert (spin_orbit(Vs, Rs * ang) + (kap + 1) * dV_over_r * Rs * ang).expand() == zero
    rhs = -sp.I * sig_r * ang * ((l_ + 1 + kap) * Rs + 2 * s * dR_ds)
    assert (s * sig_p(Rs * ang) - rhs).expand() == zero

# ---------- B-spline Galerkin solution of the family H(a) ----------
def make_basis(scale):
    br = np.concatenate([[0.0], np.geomspace(1e-7, 1e-2, 53), np.geomspace(1e-2, 1e2, 83)[1:],
                         np.geomspace(1e2, 1e4, 24)[1:]]) / scale
    deg = 7
    kn = np.concatenate([[0.0] * deg, br, [br[-1]] * deg])
    spl = BSpline(kn, np.eye(len(kn) - deg - 1), deg)
    gx, gw = np.polynomial.legendre.leggauss(12)
    h = np.diff(br)[:, None] / 2
    r = (br[:-1, None] + h * (1 + gx)).ravel()
    return r, (h * gw).ravel(), spl(r), spl(r, nu=1)

class Radial:
    def __init__(self, basis, l, V, dV):
        r, w, val, der = basis
        U, D = val[:, l + 1:-1], der[:, l + 1:-1]
        self.r, self.w, self.U, self.D, self.l, self.v = r, w, U, D, l, V(r)
        g = self.gram
        G, ll = D - U / r[:, None], l * (l + 1)
        self.S, self.Vm = g(U, 1.0), g(U, self.v)
        self.T = 0.5 * (g(D, 1.0) + ll * g(U, r**-2))
        self.W0 = g(G, self.v) + ll * g(U, self.v / r**2)
        self.Wso = g(U, dV(r) / r) if l > 0 else 0 * self.S
        self.d = np.concatenate([np.diag(self.S), np.diag(self.T) / (2 * c * c)])**-0.5
        O = 0 * self.S
        self.M = np.block([[self.S, O], [O, self.T / (2 * c * c)]]) * np.outer(self.d, self.d)
        self.L = np.linalg.cholesky(self.M)
    def gram(self, A, f):
        return A.T @ (A * (self.w * f)[:, None])
    def level(self, a, n=0):
        low = (self.W0 + a * self.Wso) / (4 * c * c) - self.T
        H = np.block([[self.Vm, self.T], [self.T, low]]) * np.outer(self.d, self.d)
        K = self.L.T @ np.linalg.solve(H + c * c * self.M, self.L)
        i = len(K) - 1 - n
        mu, vec = eigh((K + K.T) / 2, subset_by_index=[i, i])
        v = solve_triangular(self.L.T, vec[:, 0])
        E = 1 / mu[0] - c * c
        for _ in range(2):
            v = np.linalg.solve(H - E * (1 + 1e-7) * self.M, self.M @ v)
            v /= np.sqrt(v @ self.M @ v)
            E = v @ H @ v
        v = v * self.d
        return E, v[:len(v) // 2], v[len(v) // 2:]
    def slope(self, a, n=0):
        cs = self.level(a, n)[2]
        return cs @ self.Wso @ cs / (4 * c * c)
    def residual(self, a, kap, lo, hi):
        E, cl, cs = self.level(a)
        m = (self.r > lo) & (self.r < hi)
        A = (self.D + kap * self.U / self.r[:, None])[m]
        ref = 2 * c * c * (A @ cl)
        return np.abs((2 * c * c + E - self.v[m]) * (A @ cs) - ref).max() / np.abs(ref).max()
    def moment(self, a, cut):
        E, cl, cs = self.level(a)
        m = self.r < cut
        f = (self.w * self.r**(self.l + 1) * (E - self.v) * (self.U @ cl))[m]
        tail = (self.U @ cs)[m][-1] * self.r[m][-1]**self.l
        return f.sum(), np.abs(f).sum(), tail

def sommerfeld(Z, n, kap):
    g = np.sqrt(kap**2 - (Z / c)**2)
    return c * c * ((1 + (Z / c / (n - abs(kap) + g))**2)**-0.5 - 1)

def shoot(V, kap, guess, r0, rm=None):
    lam0 = np.sqrt(-guess * (guess + 2 * c * c)) / c
    rm = rm or 1.5 / lam0
    rmax = rm + 32 / lam0
    def mismatch(E):
        def f(t, q):
            r = np.exp(t)
            e = E - V(r)
            return [-kap * q[0] + r * (e + 2 * c * c) * q[1] / c, kap * q[1] - r * e * q[0] / c]
        e0, k = E - V(r0), abs(kap)
        y0 = [1.0, -e0 * r0 / (c * (2 * k + 1))] if kap < 0 else \
             [(e0 + 2 * c * c) * r0 / (c * (2 * k + 1)), 1.0]
        lam = np.sqrt(-E * (E + 2 * c * c)) / c
        opt = dict(method='DOP853', rtol=1e-11, atol=1e-16)
        o = solve_ivp(f, [np.log(r0), np.log(rm)], y0, **opt).y[:, -1]
        i = solve_ivp(f, [np.log(rmax), np.log(rm)], [1.0, -c * lam / (E + 2 * c * c)], **opt).y[:, -1]
        return (o[0] * i[1] - o[1] * i[0]) / (np.hypot(*o) * np.hypot(*i))
    return brentq(mismatch, guess * 1.001, guess * 0.999, xtol=1e-8)

def close(a, b, tol=1e-7):
    assert abs(a - b) <= tol * abs(b), (a, b)
def show(label, e):
    print(f"{label} = {e * EV:.4f} eV")

Z = 80
bas = make_basis(Z)
print(f"c = {c:.6f} a.u.; hartree = {EV:.6f} eV; bohr = {ANG:.6f} angstrom")
print(f"Z = {Z}; Z/c = {Z / c:.6f}; 2c^2 = {2 * c * c * EV:.1f} eV")

# ---------- point nucleus ----------
coul = lambda q: (lambda r: -q / r, lambda r: q / r**2)
pt = [Radial(bas, l, *coul(Z)) for l in range(3)]
for n in (1, 2):
    e, ex = pt[0].level(0, n - 1)[0], sommerfeld(Z, n, -1)
    close(e, ex)
    print(f"point {n}s: SF = {e * EV:.3f} eV, Dirac = {ex * EV:.3f} eV")
for n, l, name in [(2, 1, '2p'), (3, 1, '3p'), (3, 2, '3d')]:
    lo, hi = sommerfeld(Z, n, l), sommerfeld(Z, n, -l - 1)
    close(pt[l].level(-l - 1, n - l - 1)[0], lo)
    close(pt[l].level(l, n - l - 1)[0], hi)
    e = pt[l].level(0, n - l - 1)[0]
    assert lo + 1e-2 < e < hi - 1e-2
    mean = (l * lo + (l + 1) * hi) / (2 * l + 1)
    print(f"point {name}: j- = {lo * EV:.3f}, SF = {e * EV:.3f}, j+ = {hi * EV:.3f} eV")
    print(f"point {name}: weighted mean = {mean * EV:.3f} eV, mean-SF = {(mean - e) * EV:.4f} eV")
p1 = pt[1]
e2p = p1.level(0)[0]
print(f"point 2p SF = {e2p:.6f} hartree; point 1s SF = {pt[0].level(0)[0]:.6f} hartree")
show("point SF 2p minus 2s", e2p - pt[0].level(0, 1)[0])
close((p1.level(1e-3)[0] - p1.level(-1e-3)[0]) / 2e-3, p1.slope(0), 1e-5)
for a in (-2, 0, 1):
    show(f"point 2p dE/da at a={a}", p1.slope(a))
gx, gw = np.polynomial.legendre.leggauss(6)
sl = np.array([p1.slope(-0.5 + 1.5 * t) for t in gx])
assert sl.min() > 0
split = sommerfeld(Z, 2, -2) - sommerfeld(Z, 2, 1)
close(1.5 * gw @ sl, split, 1e-6)
show("point 2p integral of dE/da, a=-2..1", 1.5 * gw @ sl)
show("point 2p Dirac splitting", split)
show("point 2p leading-order zeta", Z**4 / (96 * c * c))
for a in (-2, -1, 0, 0.5, 1):
    mB = p1.T * (1 + e2p / (2 * c * c)) - (p1.W0 + a * p1.Wso) / (4 * c * c)
    dd = np.diag(mB)**-0.5
    assert np.linalg.eigvalsh(mB * np.outer(dd, dd))[0] > 0
rng = (0.01 / Z, 20 / Z)
rs = pt[0].residual(0, -1, *rng)
assert rs < 1e-4 and p1.residual(1, -2, *rng) < 1e-4 and p1.residual(-2, 1, *rng) < 1e-4
ra, rb = p1.residual(0, -2, *rng), p1.residual(0, 1, *rng)
assert ra > 1e-3 and rb > 1e-3
print(f"relative residual of W(u'+ku/r)=2c^2(P'+kP/r), SF 1s k=-1: {rs:.1e}")
print(f"same, SF 2p: k=-2 {ra:.4f}, k=+1 {rb:.4f}")
for rad, a in [(pt[0], 0), (p1, 1)]:
    Mo, Ma, _ = rad.moment(a, 0.8)
    assert abs(Mo) < 1e-6 * Ma
Mo, Ma, tail = p1.moment(-2, 0.8)
assert abs(Mo) > 1e-3 * Ma
close(tail, 2 * Mo / 3, 1e-3)
print(f"2p1/2: |M|/int|integrand| = {abs(Mo) / Ma:.5f}; r u/(2M/3) = {tail / (2 * Mo / 3):.5f}")

# ---------- low-Z orders ----------
gap = {}
for q in (6, 12):
    rad = Radial(make_basis(q), 1, *coul(q))
    gap[q] = (rad.level(-2)[0] + 2 * rad.level(1)[0]) / 3 - rad.level(0)[0]
    ratio = rad.slope(0) / (q**4 / (96 * c * c))
    assert abs(ratio - 1) < 3 * (q / c)**2
    print(f"Z={q} 2p: slope/zeta = {ratio:.5f}; mean-SF = {gap[q] * EV:.4e} eV")
power = np.log2(gap[12] / gap[6])
assert abs(power - 6) < 0.1
print(f"power of Z in mean-SF = {power:.3f}")

# ---------- Gaussian nucleus ----------
rms = 5.5e-5
zt = 1.5 / (rms / ANG)**2
Vn = lambda r: -Z * erf(np.sqrt(zt) * r) / r
dVn = lambda r: Z * gammainc(1.5, zt * r * r) / r**2
print(f"Gaussian nucleus rms radius = {rms:.2e} angstrom")
g0, g1 = Radial(bas, 0, Vn, dVn), Radial(bas, 1, Vn, dVn)
for rad in (p1, g1):
    for kap in (-2, 1):
        full = rad.gram(rad.D + kap * rad.U / rad.r[:, None], rad.v)
        dd = np.abs(np.diag(rad.W0))**-0.5
        assert np.abs((full - rad.W0 + (kap + 1) * rad.Wso) * np.outer(dd, dd)).max() < 1e-8
for n in (1, 2):
    e = g0.level(0, n - 1)[0]
    ex = shoot(Vn, -1, e, 1e-7)
    close(e, ex)
    print(f"finite {n}s: SF = {e * EV:.3f} eV, Dirac = {ex * EV:.3f} eV")
    show(f"finite {n}s nuclear-size shift", ex - sommerfeld(Z, n, -1))
lo, hi = shoot(Vn, 1, g1.level(-2)[0], 1e-7), shoot(Vn, -2, g1.level(1)[0], 1e-7)
close(g1.level(-2)[0], lo)
close(g1.level(1)[0], hi)
e = g1.level(0)[0]
assert lo + 1e-2 < e < hi - 1e-2
print(f"finite 2p: j- = {lo * EV:.3f}, SF = {e * EV:.3f}, j+ = {hi * EV:.3f} eV")

# ---------- well with core barrier ----------
A_ev, w1_a, w2_a = 5.0e4, 0.1, 0.05
A, w1, w2 = A_ev / EV, w1_a / ANG, w2_a / ANG
def model(B):
    return (lambda r: -A * np.exp(-(r / w1)**2) + B * np.exp(-(r / w2)**2),
            lambda r: 2 * r * (A / w1**2 * np.exp(-(r / w1)**2) - B / w2**2 * np.exp(-(r / w2)**2)))
print(f"model: A = {A_ev:.0f} eV, w1 = {w1_a} angstrom, w2 = {w2_a} angstrom")
m0 = Radial(bas, 0, *model(A))
for n in (1, 2):
    e = m0.level(0, n - 1)[0]
    ex = shoot(model(A)[0], -1, e, 1e-5, 0.15)
    close(e, ex)
    print(f"model B=A {n}s: SF = {e * EV:.3f} eV, Dirac = {ex * EV:.3f} eV")
def triple(B):
    rad = Radial(bas, 1, *model(B))
    return [rad.level(a)[0] for a in (-2, 0, 1)]
t0, tA = triple(0.0), triple(A)
assert t0[0] < t0[1] < t0[2] and tA[0] > tA[1] > tA[2]
for name, t in [("B=0", t0), ("B=A", tA)]:
    print(f"model {name} p: j- = {t[0] * EV:.3f}, SF = {t[1] * EV:.3f}, j+ = {t[2] * EV:.3f} eV")
def cross(B):
    t = triple(B)
    return t[1] - t[2]
Bs = brentq(cross, 0.0, A, xtol=1e-5)
ts = triple(Bs)
ex = shoot(model(Bs)[0], -2, ts[1], 1e-5, 0.12)
close(ts[1], ex)
assert abs(ts[0] - ts[1]) > 1e-6
print(f"crossing B* = {Bs * EV:.1f} eV")
print(f"model B* p: SF = {ts[1] * EV:.3f} eV, Dirac p3/2 (shooting) = {ex * EV:.3f} eV")
show("model B* p1/2 minus SF", ts[0] - ts[1])
print("OK")
```

It prints:

```
c = 137.035999 a.u.; hartree = 27.211386 eV; bohr = 0.529177 angstrom
Z = 80; Z/c = 0.583788; 2c^2 = 1021997.9 eV
point 1s: SF = -96115.843 eV, Dirac = -96115.843 eV
point 2s: SF = -24622.163 eV, Dirac = -24622.163 eV
point 2p: j- = -24622.163, SF = -22956.820, j+ = -22253.676 eV
point 2p: weighted mean = -23043.171 eV, mean-SF = -86.3517 eV
point 3p: j- = -10669.141, SF = -10175.779, j+ = -9963.251 eV
point 3p: weighted mean = -10198.547 eV, mean-SF = -22.7679 eV
point 3d: j- = -9963.251, SF = -9845.059, j+ = -9768.530 eV
point 3d: weighted mean = -9846.418 eV, mean-SF = -1.3592 eV
point 2p SF = -843.647557 hartree; point 1s SF = -3532.192093 hartree
point SF 2p minus 2s = 1665.3430 eV
point 2p dE/da at a=-2 = 939.0557 eV
point 2p dE/da at a=0 = 740.6270 eV
point 2p dE/da at a=1 = 667.9292 eV
point 2p integral of dE/da, a=-2..1 = 2368.4869 eV
point 2p Dirac splitting = 2368.4869 eV
point 2p leading-order zeta = 618.2584 eV
relative residual of W(u'+ku/r)=2c^2(P'+kP/r), SF 1s k=-1: 1.1e-07
same, SF 2p: k=-2 0.1178, k=+1 0.2778
2p1/2: |M|/int|integrand| = 0.03227; r u/(2M/3) = 1.00000
Z=6 2p: slope/zeta = 1.00094; mean-SF = -1.0199e-05 eV
Z=12 2p: slope/zeta = 1.00377; mean-SF = -6.5676e-04 eV
power of Z in mean-SF = 6.009
Gaussian nucleus rms radius = 5.50e-05 angstrom
finite 1s: SF = -96061.081 eV, Dirac = -96061.081 eV
finite 1s nuclear-size shift = 54.7626 eV
finite 2s: SF = -24612.810 eV, Dirac = -24612.810 eV
finite 2s nuclear-size shift = 9.3525 eV
finite 2p: j- = -24621.410, SF = -22956.762, j+ = -22253.676 eV
model: A = 50000 eV, w1 = 0.1 angstrom, w2 = 0.05 angstrom
model B=A 1s: SF = -18351.427 eV, Dirac = -18351.427 eV
model B=A 2s: SF = -9141.212 eV, Dirac = -9141.212 eV
model B=0 p: j- = -30042.573, SF = -29986.077, j+ = -29957.455 eV
model B=A p: j- = -16568.048, SF = -16568.918, j+ = -16569.345 eV
crossing B* = 45880.2 eV
model B* p: SF = -17184.255 eV, Dirac p3/2 (shooting) = -17184.255 eV
model B* p1/2 minus SF = 0.0140 eV
OK
```
